\section*{How exact exchange in the starting functional changes $G_0W_0$ ionization energies, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

A $G_0W_0$ calculation starts from the orbitals and energies of a mean-field calculation and corrects them once. When the starting point is a global hybrid functional with a fraction $\alpha$ of exact exchange, the first ionization energy of a molecule such as water comes out larger the larger $\alpha$ is. The $G_0W_0$ correction subtracts the exchange-correlation potential of the starting functional and puts the self-energy in its place, so one might expect $\alpha$ to drop out. Why does it not drop out, why is the trend upward, how large is it, and must it always be upward?

\section*{Answer}

\subsection*{The mechanism in words}

If the orbitals do not change with $\alpha$, the subtraction is complete in the static part of the quasiparticle equation, and $\alpha$ survives only in the correlation self-energy, where the input energies set both the poles and their residues. For the highest occupied level that self-energy has two parts of opposite sign. The hole part is positive and describes mainly the relaxation of the electrons around the hole left by ionization; it lowers the ionization energy. The particle part is negative and describes, with direct Coulomb terms only, pair correlation in the neutral system that is lost on ionization; it raises the ionization energy. In the cases treated here, exact exchange pushes the occupied input level down and the empty one up. The wider gap stiffens the density response, so that screening is weaker, and it moves the poles of both parts away from the quasiparticle energy. When the Coulomb coupling of the transition is moderate compared with the gap, as in the model's main example, both parts shrink, and they also do so in water; at strong coupling the particle part can grow instead. The ionization energy rises when the hole part loses more than the particle part does. The hole pole is the nearer one and so has the advantage, but the rise is not a theorem: in a two-level space where symmetry removes the hole part and the particle part shrinks, the trend is reversed.

\subsection*{Where $\alpha$ enters}

Hartree atomic units are used. The system is a closed shell with real spatial orbitals, and $(pq|rs)=\iint\phi_p(\mathbf r)\phi_q(\mathbf r)|\mathbf r-\mathbf r'|^{-1}\phi_r(\mathbf r')\phi_s(\mathbf r')\,d^3r\,d^3r'$. A prime on a quantity means $d/d\alpha$. The one-electron operator of the hybrid is
\begin{equation}
F_\alpha=h+J+v_{xc}^{\alpha},\qquad v_{xc}^{\alpha}=\alpha\Sigma_x+(1-\alpha)v_x+v_c ,
\end{equation}
where $h$ holds the kinetic energy and the nuclear attraction, $J$ is the Hartree potential, $\Sigma_x$ is the Fock exchange operator with $\langle p|\Sigma_x|p\rangle=-\sum_j^{\rm occ}(pj|jp)$, and $v_x$, $v_c$ are the semilocal exchange and correlation potentials.

The first assumption is that the orbitals are frozen: the same $\phi_p$ serve for every $\alpha$. This is exact only if $\Sigma_x-v_x$ has no off-diagonal elements between them; its error is measured on water below. With frozen orbitals the density is fixed, so $J$, $\Sigma_x$, $v_x$ and $v_c$ are fixed, and $\varepsilon_p=\langle p|F_\alpha|p\rangle$ is linear in $\alpha$ with slope $\langle p|\Sigma_x-v_x|p\rangle$. For one occupied orbital $i$ and one empty orbital $a$,
\begin{equation}
\varepsilon_i=\varepsilon_{i0}-\alpha\delta_i,\qquad \varepsilon_a=\varepsilon_{a0}+\alpha\delta_a,\qquad \Delta=\varepsilon_a-\varepsilon_i,\qquad \Delta'=\delta_i+\delta_a .
\end{equation}
In this two-level space $\langle i|\Sigma_x|i\rangle=-(ii|ii)$ and $\langle a|\Sigma_x|a\rangle=-K$, with $K=(ia|ia)$. Therefore $\delta_i=(ii|ii)+\langle i|v_x|i\rangle$ and $\delta_a=-K-\langle a|v_x|a\rangle$. Fock exchange gives the occupied orbital its full self-repulsion back, and gives the empty orbital only the overlap integral $K$, whereas $v_x$ is one attractive local potential felt by both. So $\delta_i>0$ when $v_x$ removes less than the whole self-repulsion, and $\delta_a>0$ when $v_x$ binds the empty orbital by more than $K$. These signs depend on the functional and the system and are not proven here. They are assumed in the model and computed for water.

The second assumption is the diagonal quasiparticle equation, in which off-diagonal elements of $\Sigma-v_{xc}^\alpha$ are dropped:
\begin{equation}
\omega=\varepsilon_i+\langle i|\Sigma_x+\Sigma_c(\omega)-v_{xc}^{\alpha}|i\rangle .
\end{equation}
The ionization energy is $I=-\omega$. Inserting $\varepsilon_i=\langle i|h+J+v_{xc}^\alpha|i\rangle$ cancels $v_{xc}^\alpha$ term by term:
\begin{equation}
\omega=E_0+\Sigma_c(\omega),\qquad E_0=\langle i|h+J+\Sigma_x|i\rangle ,
\label{qp}
\end{equation}
where $\Sigma_c(\omega)$ now denotes the diagonal element. $E_0$ is the Hartree--Fock operator averaged over the input orbital, and for frozen orbitals it does not depend on $\alpha$. Everything that remains is in $\Sigma_c$.

\subsection*{Screening by one transition}

In $G_0W_0$ the screened interaction comes from the direct random-phase approximation, which is the linear response of time-dependent Hartree theory on top of the input levels. Let a weak potential with real matrix element $u(t)=\langle a|\delta v|i\rangle$ act on the occupied orbital, written as $e^{-i\varepsilon_it}[\phi_i+c(t)\phi_a]$. Projecting the time-dependent one-electron equation on $\phi_a$ and keeping first order gives $i\dot c=\Delta c+u$. The diagonal element $\langle i|\delta v|i\rangle$ changes only a phase at this order and leaves the density alone. The complex conjugate equation is $i\dot c^*=-\Delta c^*-u$. With $s=c+c^*$ and $d=c-c^*$, the sum and the difference are
\begin{equation}
i\dot s=\Delta d,\qquad i\dot d=\Delta s+2u .
\end{equation}
Differentiating the first, multiplying by $i$ and inserting the second gives $-\ddot s=\Delta^2s+2\Delta u$. The density change of the doubly occupied orbital is $\delta n=2s\,\phi_i\phi_a\equiv\rho\,\phi_i\phi_a$, the factor 2 counting spins. For time dependence $e^{-izt}$, $-\ddot s=z^2s$, so
\begin{equation}
\rho=\chi_0u,\qquad \chi_0(z)=\frac{4\Delta}{z^2-\Delta^2}.
\end{equation}
The induced density produces a Hartree potential whose $ia$ element is $K\rho$, so $u=u_{\rm ext}+K\rho$. Then $(z^2-\Delta^2)\rho=4\Delta u_{\rm ext}+4\Delta K\rho$, and
\begin{equation}
\rho=\chi u_{\rm ext},\qquad \chi(z)=\frac{4\Delta}{z^2-\Omega^2},\qquad \Omega^2=\Delta(\Delta+4K).
\label{chi}
\end{equation}
A unit charge at $\mathbf r'$ has $u_{\rm ext}=f(\mathbf r')$ with $f(\mathbf r)=\int\phi_i(\mathbf r_1)\phi_a(\mathbf r_1)|\mathbf r-\mathbf r_1|^{-1}d^3r_1$, and the density it induces has the potential $\rho f(\mathbf r)$ at $\mathbf r$. The correlation part of the screened interaction is thus $W^c(\mathbf r,\mathbf r',z)=f(\mathbf r)\chi(z)f(\mathbf r')$. Since $1/(z-\Omega)-1/(z+\Omega)=2\Omega/(z^2-\Omega^2)$, the response splits into two simple poles with weight $2\Delta/\Omega$. The time-ordered function is even in frequency and agrees with the retarded one at positive frequency, which places the positive pole below the real axis and the negative pole above it:
\begin{equation}
W^c(\mathbf r,\mathbf r',z)=f(\mathbf r)f(\mathbf r')\,\frac{2\Delta}{\Omega}\left[\frac{1}{z-\Omega+i0}-\frac{1}{z+\Omega-i0}\right].
\end{equation}

\subsection*{The correlation self-energy}

The $G_0W_0$ approximation is defined by
\begin{equation}
\Sigma_c(\mathbf r,\mathbf r',\omega)=\frac{i}{2\pi}\int_{-\infty}^{\infty}dz\,G_0(\mathbf r,\mathbf r',\omega+z)\,W^c(\mathbf r,\mathbf r',z),
\end{equation}
with the time-ordered Green function of one spin,
\begin{equation}
G_0(\mathbf r,\mathbf r',\omega)=\frac{\phi_i(\mathbf r)\phi_i(\mathbf r')}{\omega-\varepsilon_i-i0}+\frac{\phi_a(\mathbf r)\phi_a(\mathbf r')}{\omega-\varepsilon_a+i0}.
\end{equation}
In the element $\langle i|\Sigma_c|i\rangle$ the spatial integrals factorize. The term of $G_0$ with orbital $m$ gives $[\int\phi_i\phi_mf]^2=(im|ia)^2$, which is $L^2$ for $m=i$, with $L=(ii|ia)$, and $K^2$ for $m=a$. Define the residues
\begin{equation}
A=2L^2\frac{\Delta}{\Omega},\qquad B=2K^2\frac{\Delta}{\Omega}.
\end{equation}
The integrand falls as $z^{-3}$, so the contour may be closed in either half plane. For $m=i$ the pole of $G_0$ lies at $z=\varepsilon_i-\omega+i0$, in the upper half plane. Closing below encloses only $z=\Omega-i0$, where $W^c$ has residue $+A$, and the clockwise sense gives $-2\pi i$:
\begin{equation}
\frac{i}{2\pi}(-2\pi i)\frac{A}{\omega+\Omega-\varepsilon_i}=\frac{A}{\omega-\varepsilon_i+\Omega}.
\end{equation}
For $m=a$ the pole of $G_0$ lies in the lower half plane. Closing above encloses only $z=-\Omega+i0$, with residue $-B$ and the factor $+2\pi i$:
\begin{equation}
\frac{i}{2\pi}(2\pi i)\frac{-B}{\omega-\Omega-\varepsilon_a}=\frac{B}{\omega-\varepsilon_a-\Omega}.
\end{equation}
With the distances from $\omega$ to the two poles,
\begin{equation}
x=\omega-(\varepsilon_i-\Omega),\qquad y=(\varepsilon_a+\Omega)-\omega ,
\end{equation}
the self-energy is
\begin{equation}
\Sigma_c(\omega)=\frac{A}{x}-\frac{B}{y}.
\label{sigma}
\end{equation}
The hole pole at $\varepsilon_i-\Omega$ is the energy of the configuration with a hole in $i$ and one quantum of the neutral excitation. The particle pole at $\varepsilon_a+\Omega$ belongs to an added electron in $a$ with one quantum. Between the poles $x$ and $y$ are positive, so the hole term is positive and the particle term negative. The input energy $\varepsilon_i$, which cancelled from the static part, is still present in $x$.

The function $g(\omega)=\omega-E_0-\Sigma_c(\omega)$ has the derivative $1+A/x^2+B/y^2>0$, because $\partial x/\partial\omega=1$ and $\partial y/\partial\omega=-1$. For nonzero $L$ and $K$ it tends to $-\infty$ as $x\to0^+$ and to $+\infty$ as $y\to0^+$, so exactly one root lies between the poles. That root is the middle eigenvalue of
\begin{equation}
H=\begin{pmatrix}E_0&\sqrt A&\sqrt B\\ \sqrt A&\varepsilon_i-\Omega&0\\ \sqrt B&0&\varepsilon_a+\Omega\end{pmatrix}.
\label{H}
\end{equation}
For an eigenvector $(c_1,c_2,c_3)$ with eigenvalue $\omega$, the second row gives $c_2=\sqrt A\,c_1/x$, the third gives $c_3=-\sqrt B\,c_1/y$, and the first then reads $E_0+A/x-B/y=\omega$, which is Eq.~(\ref{qp}). Normalization gives the weight of the one-hole state,
\begin{equation}
Z=c_1^2=\frac{1}{1+A/x^2+B/y^2}.
\end{equation}
The matrix shows the physics as level repulsion: the state at $E_0$ is pushed up by the state below it and down by the state above it. The middle root deserves the name quasiparticle only while $Z$ is the largest of the three weights. If $E_0$ lies at or below the hole pole, the lowest root has more weight than the middle one, and the statements below then describe a satellite.

\subsection*{What weaker screening means}

At $\omega=\varepsilon_i$ one has $x=\Omega$, and the hole term becomes
\begin{equation}
E_{\rm rel}=\frac{A}{\Omega}=\frac{2L^2\Delta}{\Omega^2}=\frac{2L^2}{\Delta+4K}=-\tfrac12L^2\chi(0),
\label{rel}
\end{equation}
where the last form uses $\chi(0)=-4\Delta/\Omega^2$. This is minus one half of the static induced interaction of the charge $\phi_i^2$ with itself, and it equals a relaxation energy. Taking one electron out of $\phi_i$ changes the Hartree potential by a term with $ia$ element $u=-L$. Let the closed shell respond by rotating its orbital to $\phi_i+\theta\phi_a$, with $\theta$ small, so that $\rho=4\theta$ (the static case $s=2\theta$). To second order the energy changes by three terms: $2\Delta\theta^2$ for two electrons each with weight $\theta^2$ in the upper level, $\tfrac12K\rho^2=8K\theta^2$ for the self-repulsion of the induced density, and $u\rho=4u\theta$ for its coupling to the perturbation. Setting the derivative $4(\Delta+4K)\theta+4u$ to zero gives $\theta=-u/(\Delta+4K)$, and the minimum is $2u^2/(\Delta+4K)-4u^2/(\Delta+4K)=-2u^2/(\Delta+4K)$. With $u=-L$ the ion is stabilized by $E_{\rm rel}$. In this picture, as in the random-phase approximation itself, the response is that of the full closed shell, including the electron that has been removed. The model reproduces $G_0W_0$ with this self-screening included; it is not the exact relaxation of a two-electron system.

$E_{\rm rel}$ falls when $\Delta$ grows, with $E_{\rm rel}'/E_{\rm rel}=-\Delta'/(\Delta+4K)$. The weakening does not come from the residues, which grow. From $\ln(\Delta/\Omega)=\tfrac12\ln\Delta-\tfrac12\ln(\Delta+4K)$,
\begin{equation}
\eta\equiv\frac{A'}{A}=\frac{B'}{B}=\frac{\Delta'}{2}\left[\frac1\Delta-\frac1{\Delta+4K}\right]=\frac{2K\Delta'}{\Omega^2}>0 .
\end{equation}
It comes from the excitation energy. Differentiating $\Omega^2=\Delta^2+4K\Delta$ gives $2\Omega\Omega'=(2\Delta+4K)\Delta'$, or
\begin{equation}
\Omega'=\frac{(\Delta+2K)\Delta'}{\Omega},
\end{equation}
and the relative growth $\Omega'/\Omega=(\Delta+2K)\Delta'/\Omega^2$ exceeds $\eta$ by $\Delta\Delta'/\Omega^2$.

The quasiparticle does not sit at $\varepsilon_i$, and the hole term at the root is
\begin{equation}
\frac{A}{x}=E_{\rm rel}\,\frac{\Omega}{x},\qquad \frac{\Omega}{x}=\frac{1}{1-(\varepsilon_i-\omega)/\Omega}.
\label{factor}
\end{equation}
At small $\alpha$ the input level lies well above the quasiparticle. The hole pole $\varepsilon_i-\Omega$ is then too close to $\omega$ and the factor $\Omega/x$ is well above one. Raising $\alpha$ brings $\varepsilon_i$ down toward $\omega$ and removes the enhancement. Static screening and pole position are therefore two separate factors of the hole term.

\subsection*{The slope of the ionization energy}

Differentiating Eq.~(\ref{qp}) with $E_0'=0$ gives $\omega'=(\partial\Sigma_c/\partial\omega)\,\omega'+\partial\Sigma_c/\partial\alpha$. Since $\partial\Sigma_c/\partial\omega=-A/x^2-B/y^2$, collecting $\omega'$ yields $\omega'=Z\,\partial\Sigma_c/\partial\alpha$. At fixed $\omega$ the distances change by $\partial x/\partial\alpha=\delta_i+\Omega'$ and $\partial y/\partial\alpha=\delta_a+\Omega'$, so
\begin{equation}
\frac{\partial\Sigma_c}{\partial\alpha}=\frac{\eta A}{x}-\frac{A(\delta_i+\Omega')}{x^2}-\frac{\eta B}{y}+\frac{B(\delta_a+\Omega')}{y^2}.
\end{equation}
The terms with $\delta_i$ and $\delta_a$ standing alone come from the poles of $G_0$; the terms with $\eta$ and $\Omega'$ come from $W$. This sorts the slope into four channels:
\begin{align}
\omega'&=Z\,(h_G+h_W+p_G+p_W),\label{slope}\\
h_G&=-\frac{A\delta_i}{x^2}, & h_W&=A\left(\frac{\eta}{x}-\frac{\Omega'}{x^2}\right),\\
p_G&=+\frac{B\delta_a}{y^2}, & p_W&=B\left(\frac{\Omega'}{y^2}-\frac{\eta}{y}\right).
\end{align}
A negative channel lowers $\omega$ and raises $I$. For $\delta_i,\delta_a>0$ the $G$ channels have fixed signs, $h_G<0$ and $p_G>0$. For the $W$ channels, inserting $\eta$ and $\Omega'$ over a common denominator gives
\begin{align}
h_W&=\frac{A\Delta'}{\Omega^2x^2}\left[2Kx-(\Delta+2K)\Omega\right],\\
p_W&=\frac{B\Delta'}{\Omega^2y^2}\left[(\Delta+2K)\Omega-2Ky\right].
\end{align}
In $h_W$, writing $x=\Omega+(\omega-\varepsilon_i)$ turns the bracket into $2K(\omega-\varepsilon_i)-\Delta\Omega$. It is negative whenever $\omega\le\varepsilon_i$, and also for $\omega$ above $\varepsilon_i$ by less than $\Delta\Omega/2K$. In $p_W$, writing $y=\Delta+\Omega+(\varepsilon_i-\omega)$ turns the bracket into $\Delta\Omega-2K(\Delta+\varepsilon_i-\omega)$, so
\begin{equation}
p_W>0\quad\text{if and only if}\quad \Delta\Omega>2K(\Delta+\varepsilon_i-\omega).
\label{pW}
\end{equation}
At fixed $L$ this holds for small $K$ and fails for large $K$, where the growth of the residue outweighs the retreat of an already distant pole.

The ionization energy rises when $h_G+h_W+p_G+p_W<0$. Since $A/B=(L/K)^2$, and provided $h_G+h_W<0$ so that the division keeps the sense of the inequality,
\begin{equation}
I'>0\iff\left(\frac LK\right)^2>R,\qquad R=\frac{(\delta_a+\Omega')/y^2-\eta/y}{(\delta_i+\Omega')/x^2-\eta/x}.
\label{crit}
\end{equation}
Here $x$ and $y$ are taken at the root, so $R$ itself depends on $L$ through $\omega$. The size of $R$ is clearest for weak coupling, $K\ll\Delta$. Then $\Omega\to\Delta$, $\Omega'\to\delta_i+\delta_a$, and the ratio $\eta y/\Omega'=2Ky/[\Omega(\Delta+2K)]$ vanishes, as does the same ratio with $x$, so
\begin{equation}
R\to\frac{\delta_i+2\delta_a}{2\delta_i+\delta_a}\left(\frac xy\right)^2 .
\end{equation}
The prefactor lies between $\tfrac12$ and 2. For $\omega\le\varepsilon_i$ one has $x\le\Delta$ and $y\ge2\Delta$ in this limit, so $(x/y)^2\le\tfrac14$ and $R\le\tfrac12$ is an upper bound; the value is smaller the further $\omega$ lies below $\varepsilon_i$. The hole term wins even with a coupling smaller than $K$ because the slope goes as the inverse square of the distance to the pole.

For $L=0$ the hole part is absent. If $\phi_i$ and $\phi_a$ have opposite parity, as the bonding and antibonding orbitals of a symmetric dimer do, then $\phi_i^2$ is even, $\phi_i\phi_a$ is odd, and $(ii|ia)=0$. Only $p_G+p_W$ remains. When it is positive $I$ falls with $\alpha$; when it is negative, as it can be at strong coupling, $I$ rises. This holds for the two-level space only. In a larger basis, empty orbitals with the parity of $\phi_i$ restore the hole part: for H$_2$ at $1.4$ bohr, $I$ falls with $\alpha$ in the minimal STO-3G basis and rises in cc-pVDZ. The large-gap limit ties the two cases together. As $\Delta\to\infty$ both terms of Eq.~(\ref{sigma}) vanish and $I\to-E_0$, the Koopmans value; since $I=-E_0-A/x+B/y$, the limit is approached from below if the hole term is the larger and from above if $L=0$.

With frozen orbitals, $\alpha$ acts only through the correlation self-energy, and in the two-level model the direction of the trend depends on the balance of its hole and particle parts. It remains to put numbers into the model, extend it to many levels, and test it on water, including the error of freezing the orbitals.
